# Counterpoise-Corrected Binding of Water to Silanol and Methyl Groups: a program that tests the result

```python
# Result under test: water accepting a hydrogen bond from silanol H3SiOH is
# bound several times more strongly than water at the methyl group of CH3SiH3.
# Interaction energy = E(pair) - E(A) - E(B), all in the basis of the pair
# (counterpoise), with frozen-core MP2 and rigid monomers.
# elst: Coulomb energy of the unperturbed monomer charge distributions.
# first: interaction energy of the antisymmetrized product of monomer states.
# opp, same: opposite-spin and same-spin parts of the MP2 correlation energy.
# Lengths are in angstrom and printed energies in kJ/mol unless labelled.
import os
os.environ["OMP_NUM_THREADS"] = "1"
os.environ["OPENBLAS_NUM_THREADS"] = "1"
import numpy as np
from scipy import constants as sc
from pyscf import gto, scf, df, mp, lib

lib.num_threads(1)
KJ = sc.physical_constants["Hartree energy"][0] * sc.N_A / 1000
EV = sc.e * sc.N_A / 1000            # kJ/mol in one eV
CORE = {"Si": 5, "O": 1, "C": 1, "H": 0}
LARGE = {"Si": "cc-pvdz", "H": "cc-pvdz",
         "O": "aug-cc-pvdz", "C": "aug-cc-pvdz"}
SMALL = "6-31g*"
X, Y, Z = np.eye(3)
OH, HOH = 0.96, 104.5
SI_O, SI_O_H, SI_H, SI_C, C_H = 1.65, 118.0, 1.48, 1.88, 1.09
TILT, O_O = 50.0, 2.85


def say(text):
    print(text, flush=True)


# ---------- geometries ----------
def atom(symbol, position):
    return (symbol, tuple(float(x) for x in position))


def tripod(center, axis, side, length):
    """Three H atoms at tetrahedral angles, opening along axis."""
    third = np.cross(axis, side)
    hydrogens = []
    for phi in 2 * np.pi * np.arange(3) / 3:
        across = np.cos(phi) * side + np.sin(phi) * third
        direction = axis / 3 + np.sqrt(8) / 3 * across
        hydrogens.append(atom("H", center + length * direction))
    return hydrogens


def silanol(wag=0.0):
    """O at the origin, O-H along z; wag turns H out of the mirror plane."""
    angle = np.radians(SI_O_H)
    axis = np.sin(angle) * X + np.cos(angle) * Z
    side = Z - (Z @ axis) * axis
    side /= np.linalg.norm(side)
    hydrogen = OH * (np.sin(wag) * Y + np.cos(wag) * Z)
    return [atom("O", 0 * Z), atom("H", hydrogen),
            atom("Si", SI_O * axis)] + tripod(SI_O * axis, axis, -side, SI_H)


def methylsilane():
    """C at the origin, Si on the negative z axis, staggered."""
    return ([atom("C", 0 * Z), atom("Si", -SI_C * Z)]
            + tripod(0 * Z, Z, X, C_H) + tripod(-SI_C * Z, -Z, -X, SI_H))


def water(oxygen, bisector, spread):
    half = np.radians(HOH / 2)
    arms = [np.cos(half) * bisector + s * np.sin(half) * spread
            for s in (1, -1)]
    return [atom("O", oxygen)] + [atom("H", oxygen + OH * a) for a in arms]


def water_at_silanol(distance):
    t = np.radians(TILT)
    return water(distance * Z, -np.sin(t) * X + np.cos(t) * Z, Y)


def water_oh_to_carbon(distance):
    h = np.radians(HOH / 2)
    return water(distance * Z, -np.cos(h) * Z + np.sin(h) * X,
                 -np.sin(h) * Z - np.cos(h) * X)


def water_at_ch_bond(distance):
    bond = Z / 3 + np.sqrt(8) / 3 * X
    return water(distance * bond, bond, Y)


def water_oxygen_to_face(distance):
    return water(distance * Z, Z, Y)


# ---------- energies ----------
def core_count(fragment):
    return sum(CORE[symbol] for symbol, _ in fragment)


def attraction(mol, members):
    """Attraction of an electron to the nuclei of the listed atoms."""
    total = np.zeros((mol.nao_nr(), mol.nao_nr()))
    for a in members:
        with mol.with_rinv_origin(mol.atom_coord(a)):
            total -= mol.atom_charge(a) * mol.intor("int1e_rinv")
    return total


def repulsion(mol, first, second=None):
    """Nuclear repulsion within one group of atoms or between two."""
    q, r = mol.atom_charges(), mol.atom_coords()
    if second is None:
        pairs = [(a, b) for a in first for b in first if a < b]
    else:
        pairs = [(a, b) for a in first for b in second]
    return float(sum(q[a] * q[b] / np.linalg.norm(r[a] - r[b])
                     for a, b in pairs))


def make_field(mol, fitting, hcore, repel, electrons):
    system = mol.copy()
    system.nelectron = int(electrons)
    field = scf.RHF(system).density_fit(with_df=fitting)
    field.verbose = 0
    field.chkfile = None
    field.conv_tol = 1e-8
    field.get_hcore = lambda *args: hcore
    field.energy_nuc = lambda *args: repel
    return field


def solve(field, tensor, core, guess):
    """Return [HF, opp, same] energies in hartree, after convergence."""
    field.kernel(dm0=guess)
    assert field.converged
    nocc = int(round(field.mo_occ.sum() / 2))
    occ, vir = field.mo_coeff[:, core:nocc], field.mo_coeff[:, nocc:]
    eo, ev = field.mo_energy[core:nocc], field.mo_energy[nocc:]
    naux, nao, no, nv = len(tensor), tensor.shape[1], len(eo), len(ev)
    half = (tensor.reshape(-1, nao) @ occ).reshape(naux, nao, no)
    half = half.transpose(0, 2, 1).reshape(-1, nao)
    b = (half @ vir).reshape(naux, no * nv)
    g = (b.T @ b).reshape(no, nv, no, nv)
    gap = eo[:, None] - ev[None, :]
    amplitude = g / (gap[:, :, None, None] + gap[None, None, :, :])
    opp = np.sum(amplitude * g)
    same = opp - np.sum(amplitude * g.transpose(0, 3, 2, 1))
    return np.array([field.e_tot, opp, same])


def prepare(atoms, basis):
    mol = gto.M(atom=atoms, basis=basis, verbose=0)
    if basis == SMALL:
        # The fitting set of cc-pVDZ also serves this basis.
        model = gto.M(atom=atoms, basis="cc-pvdz", verbose=0)
        fitting = df.DF(mol, auxbasis=df.addons.make_auxbasis(model))
    else:
        fitting = df.DF(mol)
    fitting.verbose = 0
    fitting.build()
    return mol, fitting, lib.unpack_tril(fitting._cderi)


def isolated(fragment, basis):
    """MP2 energy (hartree) of a monomer in its own basis."""
    mol, fitting, tensor = prepare(fragment, basis)
    everyone = range(mol.natm)
    hcore = mol.intor("int1e_kin") + attraction(mol, everyone)
    field = make_field(mol, fitting, hcore, repulsion(mol, everyone),
                       mol.atom_charges().sum())
    guess = np.array(scf.hf.init_guess_by_minao(mol))
    return solve(field, tensor, core_count(fragment), guess).sum()


def interaction(frag_a, frag_b, basis, guess=None):
    mol, fitting, tensor = prepare(frag_a + frag_b, basis)
    na = len(frag_a)
    groups = [range(na), range(na, mol.natm)]
    kinetic, overlap = mol.intor("int1e_kin"), mol.intor("int1e_ovlp")
    pull = [attraction(mol, g) for g in groups]
    if guess is None:
        full = np.array(scf.hf.init_guess_by_minao(mol))
        cut = mol.aoslice_by_atom()[na, 2]
        guess = [np.zeros_like(full), np.zeros_like(full)]
        guess[0][:cut, :cut] = full[:cut, :cut]
        guess[1][cut:, cut:] = full[cut:, cut:]
    parts, dens, orbitals = [], [], []
    for k, frag in enumerate((frag_a, frag_b)):
        electrons = sum(mol.atom_charge(a) for a in groups[k])
        field = make_field(mol, fitting, kinetic + pull[k],
                           repulsion(mol, groups[k]), electrons)
        parts.append(solve(field, tensor, core_count(frag), guess[k]))
        orbitals.append(field.mo_coeff[:, field.mo_occ > 0])
        dens.append(2 * orbitals[k] @ orbitals[k].T)
    flat = tensor.reshape(len(tensor), -1)
    elst = (np.sum(dens[0] * pull[1]) + np.sum(dens[1] * pull[0])
            + (flat @ dens[0].ravel()) @ (flat @ dens[1].ravel())
            + repulsion(mol, groups[0], groups[1]))
    c = np.hstack(orbitals)
    product = 2 * c @ np.linalg.solve(c.T @ overlap @ c, c.T)
    product = (product + product.T) / 2
    pair = make_field(mol, fitting, kinetic + pull[0] + pull[1],
                      repulsion(mol, range(mol.natm)),
                      mol.atom_charges().sum())
    first = pair.energy_tot(product) - parts[0][0] - parts[1][0]
    total = solve(pair, tensor, core_count(frag_a + frag_b), product)
    hf, opp, same = (total - parts[0] - parts[1]) * KJ
    return {"hf": hf, "corr": opp + same, "mp2": hf + opp + same,
            "scs": hf + 1.2 * opp + same / 3, "elst": elst * KJ,
            "first": first * KJ, "dens": dens, "nao": mol.nao_nr(),
            "ghosted": (parts[0].sum() + parts[1].sum()) * KJ}


def conventional(frag_a, frag_b, basis):
    """Same quantity from unfitted integrals and named ghost atoms."""
    def ghost(frag):
        return [("ghost-" + s, r) for s, r in frag]
    cases = [(frag_a + frag_b, core_count(frag_a + frag_b)),
             (frag_a + ghost(frag_b), core_count(frag_a)),
             (ghost(frag_a) + frag_b, core_count(frag_b))]
    energies, four_index = [], None
    for atoms, core in cases:
        mol = gto.M(atom=atoms, basis=basis, verbose=0)
        if four_index is None:
            four_index = mol.intor("int2e", aosym="s8")
        field = scf.RHF(mol)
        field.chkfile = None
        field.conv_tol = 1e-8
        field._eri = four_index
        field.kernel()
        assert field.converged
        energies.append(field.e_tot + mp.MP2(field, frozen=core).kernel()[0])
    return (energies[0] - energies[1] - energies[2]) * KJ


say("energies in kJ/mol, lengths in angstrom unless labelled")
say(f"water: O-H {OH}, H-O-H {HOH} deg; acceptor tilt {TILT} deg")
say(f"silanol: Si-O {SI_O}, Si-O-H {SI_O_H} deg, Si-H {SI_H}")
say(f"methylsilane: Si-C {SI_C}, C-H {C_H}, Si-H {SI_H}")

# ---------- approaches to the methyl group, small basis ----------
acid, methyl, partner = silanol(), methylsilane(), water_at_silanol(O_O)
approaches = {"O-H to carbon": (water_oh_to_carbon, 3.6),
              "C-H...O": (water_at_ch_bond, 3.7),
              "O to methyl face": (water_oxygen_to_face, 3.4)}
trial = {}
for name, (place, r) in approaches.items():
    trial[name] = interaction(methyl, place(r), SMALL)["mp2"]
    say(f"6-31G*, {name}, C...O {r:.2f}: E_int {trial[name]:.2f}")
chosen = min(trial, key=trial.get)
say(f"methyl approach kept: {chosen}")

# ---------- both sites, large basis ----------
s = interaction(acid, partner, LARGE)
place, outer = approaches[chosen]
inner = outer - 0.2
at_outer = interaction(methyl, place(outer), LARGE)
at_inner = interaction(methyl, place(inner), LARGE, at_outer["dens"])
say(f"basis functions: silanol pair {s['nao']}, "
    f"methyl pair {at_outer['nao']}")
for r, e in ((inner, at_inner), (outer, at_outer)):
    say(f"large basis, methyl, C...O {r:.2f}: E_int {e['mp2']:.2f}")
m, c_o = min(((at_inner, inner), (at_outer, outer)),
             key=lambda pair: pair[0]["mp2"])
free_water = isolated(water(0 * Z, Z, Y), LARGE)
bsse_s = (isolated(acid, LARGE) + free_water) * KJ - s["ghosted"]
bsse_m = (isolated(methyl, LARGE) + free_water) * KJ - m["ghosted"]
for label, e, bsse, r in (("silanol", s, bsse_s, O_O),
                          ("methyl", m, bsse_m, c_o)):
    say(f"{label}: distance to water O {r:.2f}")
    say(f"{label}: binding {-e['mp2']:.2f} = {-e['mp2'] / EV:.3f} eV")
    say(f"{label}: superposition error {bsse:.2f}, "
        f"uncorrected binding {bsse - e['mp2']:.2f}")
    say(f"{label}: electrostatics {e['elst']:.2f}, "
        f"exchange {e['first'] - e['elst']:.2f}")
    say(f"{label}: relaxation {e['hf'] - e['first']:.2f}, "
        f"HF total {e['hf']:.2f}")
    say(f"{label}: correlation {e['corr']:.2f}, "
        f"share of binding {e['corr'] / e['mp2']:.2f}")
    say(f"{label}: SCS-MP2 binding {-e['scs']:.2f}")
gap, ratio = m["mp2"] - s["mp2"], s["mp2"] / m["mp2"]
say(f"binding ratio {ratio:.1f}, difference {gap:.2f}")

# ---------- checks and neglected effects, small basis ----------
small = interaction(acid, partner, SMALL)
reference = conventional(acid, partner, SMALL)
say(f"6-31G* silanol binding: fitted {-small['mp2']:.3f}, "
    f"unfitted {-reference:.3f}")
far = interaction(water(0 * Z, Z, Y), water(10 * Z, Z, Y), SMALL)
say(f"two waters at 10 A: product state {far['first']:.5f}, "
    f"electrostatics {far['elst']:.5f}")
wag = 0.2
turned = interaction(silanol(wag), partner, SMALL, small["dens"])
wag_k = 2 * (turned["mp2"] - small["mp2"]) / (OH * wag)**2
assert wag_k > 0
masses = gto.M(atom=water(0 * Z, Z, Y), basis="sto-3g",
               verbose=0).atom_mass_list(isotope_avg=True)
omega = np.sqrt(wag_k * 1000 / sc.N_A / 1e-20
                / (masses[1] * sc.atomic_mass))
say(f"silanol H wag by {wag} rad costs {turned['mp2'] - small['mp2']:.2f}")
say(f"silanol H wag {omega / (2 * np.pi * sc.c * 100):.0f} 1/cm, "
    f"zero-point {sc.hbar * omega / 2 * sc.N_A / 1000:.2f}")
temp, torr = 300.0, 10.0
kt = sc.k * temp
wave = (2 * np.pi * np.sum(masses) * sc.atomic_mass * kt / sc.h**2)**1.5
ts = sc.R * temp / 1000 * (np.log(wave * kt / (torr * sc.torr)) + 2.5)
say(f"free water T*S(translation), {temp:.0f} K, {torr:.0f} Torr: {ts:.1f}")
for t in (300.0, 600.0):
    say(f"energy-only Boltzmann ratio at {t:.0f} K: "
        f"{np.exp(gap * 1000 / (sc.R * t)):.2e}")

# ---------- tests ----------
# Density fitting is the only approximation separating these two roads.
assert abs(small["mp2"] - reference) < 0.2
# Without overlap the product state has only Coulomb interaction.
assert abs(far["first"] - far["elst"]) < 1e-3
assert abs(far["elst"]) > 0.05
# Letting the product state relax can only lower the HF energy.
assert s["hf"] < s["first"] and m["hf"] < m["first"]
assert bsse_s > 0 and bsse_m > 0
assert s["mp2"] < 0 and m["mp2"] < 0
assert ratio > 3 and s["scs"] < 3 * m["scs"]
assert abs(s["elst"]) > 3 * abs(m["elst"])
assert m["corr"] / m["mp2"] > s["corr"] / s["mp2"]
print("done: every assertion held")
```

Printed output:

```
energies in kJ/mol, lengths in angstrom unless labelled
water: O-H 0.96, H-O-H 104.5 deg; acceptor tilt 50.0 deg
silanol: Si-O 1.65, Si-O-H 118.0 deg, Si-H 1.48
methylsilane: Si-C 1.88, C-H 1.09, Si-H 1.48
6-31G*, O-H to carbon, C...O 3.60: E_int -1.95
6-31G*, C-H...O, C...O 3.70: E_int -3.98
6-31G*, O to methyl face, C...O 3.40: E_int 1.70
methyl approach kept: C-H...O
basis functions: silanol pair 94, methyl pair 104
large basis, methyl, C...O 3.50: E_int -3.26
large basis, methyl, C...O 3.70: E_int -3.75
silanol: distance to water O 2.85
silanol: binding 22.78 = 0.236 eV
silanol: superposition error 3.98, uncorrected binding 26.77
silanol: electrostatics -40.69, exchange 34.98
silanol: relaxation -12.41, HF total -18.12
silanol: correlation -4.66, share of binding 0.20
silanol: SCS-MP2 binding 20.61
methyl: distance to water O 3.70
methyl: binding 3.75 = 0.039 eV
methyl: superposition error 2.05, uncorrected binding 5.80
methyl: electrostatics -4.61, exchange 4.34
methyl: relaxation -1.33, HF total -1.60
methyl: correlation -2.15, share of binding 0.57
methyl: SCS-MP2 binding 3.02
binding ratio 6.1, difference 19.04
6-31G* silanol binding: fitted 28.702, unfitted 28.712
two waters at 10 A: product state -0.57643, electrostatics -0.57643
silanol H wag by 0.2 rad costs 2.78
silanol H wag 649 1/cm, zero-point 3.88
free water T*S(translation), 300 K, 10 Torr: 54.3
energy-only Boltzmann ratio at 300 K: 2.06e+03
energy-only Boltzmann ratio at 600 K: 4.54e+01
done: every assertion held
```
